Skewed Gaussian implant profiles and the sign of their tails

**Q.** I describe implanted dopants by a Gaussian in depth. Measured and simulated profiles are lopsided, so I add the third-order Gram-Charlier term. The dose, mean range and width stay right, and now the skewness is right too. With a small correction and the correct moments, surely I have a valid concentration at every depth?

**A.** Let us write the profile down before judging it. Let x be the depth below the surface, Rp the mean range, σ the standard deviation of the range, N the dose per unit area, and γ the skewness, which is the third central moment divided by σ³. With z = (x − Rp)/σ and

φ(z) = exp(−z²/2)/√(2π),

your profile is

C(x) = (N/σ) f(z), f(z) = φ(z) B(z), B(z) = 1 + (γ/6)(z³ − 3z).

For now let x run over the whole line; we shall return to the surface. You are right about the moments. Differentiating φ gives

φ′ = −zφ,
φ″ = (z² − 1)φ,
φ‴ = 2zφ − z(z² − 1)φ = −(z³ − 3z)φ,

so f = φ − (γ/6)φ‴. Three integrations by parts, whose boundary terms vanish because φ decays faster than any power, give

∫ zⁿ φ‴ dz = −n(n − 1)(n − 2) ∫ zⁿ⁻³ φ dz for n ≥ 3,

and zero for n = 0, 1, 2. The integral is −6 for n = 3. For n = 4 it is −24 ∫ zφ dz = 0. The moments of f from n = 0 to n = 4 are therefore 1, 0, 1, γ, 3, as you intended.

**Q.** Then where could anything go wrong?

**A.** In the sign at a given depth, which these integrals do not fix. Since φ is positive everywhere, C has the sign of B. For z ≠ 0,

B(z) = 1 + (γ/6) z³ (1 − 3/z²).

Far from the mean the last bracket tends to 1, and the cubic term outgrows the 1 in front. If γ > 0, B tends to −∞ as z → −∞. If γ < 0, it does so as z → +∞. Any nonzero skewness therefore makes one far tail negative: the shallow tail for positive γ, the deep tail for negative γ. The factor φ makes the negative values small far out, but cannot change their sign.

**Q.** Shouldn't impossible values at least show up as impossible moments?

**A.** Not necessarily. Here is a condition that a nonnegative density with mean 0, variance 1, skewness γ and fourth moment β must satisfy. The average of a square cannot be negative, so

0 ≤ ⟨(z² − γz − 1)²⟩
= ⟨z⁴ + γ²z² + 1 − 2γz³ − 2z² + 2γz⟩
= β + γ² + 1 − 2γ² − 2
= β − γ² − 1.

Your profile has β = 3, so it passes whenever γ² ≤ 2, although its tail is negative for every γ ≠ 0 in that interval. The condition is necessary for positivity, not sufficient.

**Q.** If γ is small, the bad region must be very far out. Where does it begin?

**A.** Take γ > 0 first. The edge satisfies B = 0, or

z³ − 3z = −6/γ.

Put z = −2 cosh t. Because cosh 3t = 4 cosh³t − 3 cosh t, the left side is −8 cosh³t + 6 cosh t = −2 cosh 3t. Hence cosh 3t = 3/γ, which has a real solution t for γ ≤ 3. Changing the signs of both γ and z leaves B unchanged, so for either sign of γ

z₀ = −2 sgn(γ) cosh[arccosh(3/|γ|)/3], 0 < |γ| ≤ 3.

For small |γ|, set y = exp(t). Then |z₀| = y + 1/y, and

y³ = exp(3t) = 3/|γ| + √(9/γ² − 1) ≈ 6/|γ|,

|z₀| ≈ (6/|γ|)^(1/3) + (|γ|/6)^(1/3).

The edge moves outward only as the inverse cube root of the skewness. At |γ| = 0.01 it is still at |z₀| = 8.55.

**Q.** Is the tail the only place where C is negative?

**A.** For |γ| < 3, yes. Again take γ > 0. The cubic z³ − 3z has a local maximum of 2 at z = −1 and a local minimum of −2 at z = 1. If γ < 3, the level −6/γ lies below −2 and is crossed once, in the shallow tail. At γ = 3,

z³ − 3z + 2 = (z − 1)²(z + 2),

so B also touches zero at z = 1 without changing sign there.

For γ > 3 there are three crossings. With z = −2 cos θ, the same algebra gives cos 3θ = 3/γ, and

z = −2 cos[(arccos(3/γ) + 2πk)/3], k = 0, 1, 2.

For γ = 4 the edges are −1.942, 0.558 and 1.384. The profile is negative below the first and also between the other two, close to the middle of the implant. Such a skewness is far outside the role of a small correction.

**Q.** Let me try realistic numbers. Boron in silicon at some tens of keV tends to have negative skewness, so I'd take a mean range of 200 nm, a width of 60 nm and γ = −0.6. The dose is 10¹⁴ cm⁻², and the wafer has 10¹⁵ cm⁻³ donors.

**A.** Those are round values in a roughly typical regime, not data for a particular implant. The edge is

z₀ = 2 cosh[arccosh(5)/3] = 2.613,
x₀ = 200 nm + 2.613 × 60 nm = 356.8 nm.

To find how negative C becomes, differentiate f:

f′ = φ′B + φB′
= φ[−z − (γ/6)(z⁴ − 3z²) + (γ/6)(3z² − 3)]
= −φ[z + (γ/6)(z⁴ − 6z² + 3)].

The lowest point in the tail makes the last bracket zero. There is one such point. For negative γ, write a = |γ|/6 and f′ = φq, with q = a(z⁴ − 6z² + 3) − z. At the edge f is falling through zero, so q < 0. The edge has z₀³ − 3z₀ = 6/|γ| > 0, hence z₀ > √3, and beyond it q″ = 12a(z² − 1) is positive. A convex function that starts negative and grows to +∞ crosses zero once. The mirror image covers positive γ.

In your case z = 3 solves the condition:

3 − 0.1 × (81 − 54 + 3) = 0.

The depth is 200 nm + 3 × 60 nm = 380 nm. There B = 1 − 0.1 × (27 − 9) = −0.8, and since 60 nm = 6 × 10⁻⁶ cm,

C = [10¹⁴ cm⁻²/(6 × 10⁻⁶ cm)] × φ(3) × (−0.8) = −5.9 × 10¹⁶ cm⁻³.

**Q.** That is below one per cent of my peak, 6.9 × 10¹⁸ cm⁻³. Why should I care?

**A.** Because in the tail the relevant comparison is with the background. The net donor density is the donor background minus the boron concentration, assuming full activation. Subtracting negative boron creates false donors: at 380 nm they amount to 59 times the true background.

The total is less dramatic. Integrating f = φ − (γ/6)φ‴ from −∞ to z gives

F(z) = Φ(z) − (γ/6)φ″(z) = Φ(z) − (γ/6)(z² − 1)φ(z),

where Φ is the standard normal cumulative function. The fraction beyond the edge is 1 − F(z₀) = −0.0032, or −3.2 × 10¹¹ cm⁻². The correct total dose includes this negative contribution, balanced by an excess elsewhere.

**Q.** Then I could reduce γ until the negative part is harmless.

**A.** You could make it harmless for a stated purpose, but not remove it. With dose, mean range and width held fixed, the edge and the lowest concentration are:

γ = −0.01: z₀ = 8.55, −14 cm⁻³
γ = −0.1: z₀ = 4.17, −8.3 × 10¹³ cm⁻³
γ = −0.3: z₀ = 3.08, −9.4 × 10¹⁵ cm⁻³
γ = −0.6: z₀ = 2.61, −5.9 × 10¹⁶ cm⁻³
γ = −1.0: z₀ = 2.36, −1.7 × 10¹⁷ cm⁻³

The lowest value has the magnitude of your background at |γ| = 0.164. Below that skewness, the false donors stay below the true ones in this example. At γ = −0.01 they are negligible beside the background. That is a tolerance for one dose, width and background, not a proof of positivity. And if your implant really has γ = −0.6, entering a smaller number discards the asymmetry you wanted to describe.

**Q.** Why not simply set the negative values to zero?

**A.** That restores the sign but spoils the moments. The dose rises by 0.32% of its original value. The third moment suffers more: every removed point has z > z₀, so the removed part contributed a value below

−0.003165 × 2.613³ = −0.056

to ∫ z³f dz. Clipping therefore moves that integral from −0.600 to above −0.544, before any renormalization or shift of the mean. Nor does clipping supply the missing positive tail. Any junction on the deep side must still lie before 356.8 nm, however light the background.

**Q.** My wafer begins at x = 0. Could the surface hide the bad tail?

**A.** For negative γ it cannot, in a wafer thick enough to contain the deep tail. For positive γ it can. Let r = Rp/σ, so the surface is at z = −r, and suppose r ≥ 2. Within the wafer, the smallest value of z³ − 3z is −(r³ − 3r), at the surface, because this is no greater than the interior minimum −2. Negative concentrations therefore occur inside the wafer when, and only when,

γ > 6/(r³ − 3r).

For your range and width, r = 3.333 and the threshold is γ = 0.222. A positive skewness below it gives a nonnegative profile inside this wafer, although the formula still turns negative at fictitious depths above the surface.

With your actual γ = −0.6, the formula places a fraction F(−r) = 0.0020 of the dose above the surface. Moments taken inside the wafer therefore differ from the whole-line moments: the mean becomes 200.4 nm, the width 59.3 nm and the skewness −0.54. The skewness changes most in proportion, because the lost part lies more than three widths from the mean and enters with the cube of that distance.

**Q.** An anneal will smooth the profile. Won't diffusion fill the negative region?

**A.** Consider constant diffusivity κ in an infinite medium. After time t, diffusion has convolved the profile with a Gaussian of variance s² = 2κt. Let G_σ(x) = φ((x − Rp)/σ)/σ. Each x-derivative brings a factor 1/σ, so the third derivative of G_σ is φ‴/σ⁴, and

C = N[G_σ − (γσ³/6) d³G_σ/dx³].

Convolution changes G_σ into G_σ′, with σ′² = σ² + s², and commutes with differentiation. The coefficient γσ³ is untouched. The result has the same form, with

γ′ = γ(σ/σ′)³.

This is smaller than γ in magnitude but not zero, so at every finite time one far tail remains negative.

As a rough allowance for transient-enhanced diffusion, take s = 30 nm. Then

σ′ = √(60² + 30²) nm = 67.1 nm,
γ′ = −0.6 × (60/67.1)³ = −0.43.

The edge moves to 389 nm and the lowest value becomes −2.3 × 10¹⁶ cm⁻³. The smoothing weakens the fault and shifts it deeper.

**Q.** Perhaps no positive profile can have my four numbers. Is skewness itself the trouble?

**A.** No, and a construction shows it. Join two half-Gaussians at a mode Rm, with width σ₁ on the shallow side and σ₂ on the deep side:

C = H exp[−(x − Rm)²/(2σ₁²)] for x < Rm,
C = H exp[−(x − Rm)²/(2σ₂²)] for x ≥ Rm,
H = 2N/[√(2π)(σ₁ + σ₂)].

This is positive everywhere. For n = 0, 1, 2, 3, the integrals of uⁿ exp[−u²/(2s²)] over u > 0 are s√(π/2), s², s³√(π/2) and 2s⁴, where s now stands for either width. Define d = σ₂ − σ₁, p = σ₁σ₂ and k = √(2/π). Adding the two sides, with a minus sign on the shallow side for odd n, and dividing by the dose gives the moments about Rm:

m₁ = k(σ₂² − σ₁²)/(σ₁ + σ₂) = kd,
m₂ = (σ₁³ + σ₂³)/(σ₁ + σ₂) = d² + p,
m₃ = 2k(σ₂⁴ − σ₁⁴)/(σ₁ + σ₂) = 2kd(d² + 2p).

The mean is thus Rp = Rm + kd. The variance is

σ² = m₂ − m₁² = p + (1 − 2/π)d².

The third central moment is

m₃ − 3m₁m₂ + 2m₁³
= kd[2d² + 4p − 3d² − 3p + (4/π)d²]
= kd[p + (4/π − 1)d²]
= kd[σ² − (2 − 6/π)d²],

where the last line replaces p by σ² − (1 − 2/π)d². With δ = d/σ, the equation to solve is

γ = kδ[1 − (2 − 6/π)δ²].

Positive widths require p > 0, hence δ² < 1/(1 − 2/π). Over that interval the right side increases with δ, since its slope, k[1 − 3(2 − 6/π)δ²], stays positive. Its limits are ±0.995. Every skewness with |γ| < 0.995 therefore has one solution of this kind.

For your numbers, σ₁ = 81.7 nm, σ₂ = 33.9 nm and Rm = 238.2 nm. The mean checks: 238.2 nm + 0.798 × (33.9 − 81.7) nm = 200 nm, within rounding. These numbers are matched on the whole line, as in your formula. Requiring the mean 200 nm, width 60 nm and skewness −0.6 to hold for moments taken over x > 0 alone is also possible, with σ₁ = 88.0 nm, σ₂ = 28.2 nm and Rm = 246.8 nm. The fault lies in the truncated expansion, not in your dose, mean, width and skewness.

**Q.** Does the choice change my junction depth?

**A.** Yes. With dose, mean, width and background fixed, the deep-side junctions are 452 nm for the symmetric Gaussian, 357 nm for Gram-Charlier and 381 nm for the joined profile. The last two also share γ = −0.6 on the whole line, yet differ by 24 nm. Matching the joined profile to 200 nm, 60 nm and −0.6 inside the wafer instead would make its junction about 15 nm shallower. As the background tends to zero, the Gram-Charlier junction approaches x₀ and stops there. The joined profile has

x_j = Rm + σ₂√[2 ln(H/c_B)],

with c_B the background, so its junction keeps moving deeper. Positivity and four matched numbers still do not make the joined profile the true one; they do not determine a tail uniquely.

**Q.** How close is any of this to a real boron implant?

**A.** The range, width and negative skewness are plausible rough values for boron at some tens of keV, but a crystalline wafer breaks the assumption of a tail without channelling. As a rough case, put 2% of the dose into an exponential tail starting at Rp, with decay length 50 nm. Its initial concentration is 0.02 × 10¹⁴ cm⁻²/(5 × 10⁻⁶ cm) = 4 × 10¹⁷ cm⁻³. It reaches the background at about 200 nm + 50 nm × ln(400) = 500 nm. Added to the joined profile, which is negligible there, it moves the junction from 381 nm to about 500 nm. This exceeds the difference between the two skewed models, so a junction estimate at this light background needs the channelling tail. At a background of 10¹⁷ cm⁻³, the same tail would move the junction of the joined profile by only about 3 nm.

**Q.** Then does that tail also rescue my Gram-Charlier formula?

**A.** Not when it holds only 2% of the dose. An exponential decays more slowly than a Gaussian times a cubic, so the sum is eventually positive. But with the remaining 98% of the dose in your formula, the sum is still negative from about 360 to 469 nm, with a lowest value of −4.7 × 10¹⁶ cm⁻³. The sum is no longer a pure Gram-Charlier profile, and it is still not a valid concentration. A heavier tail can remove the negative band: with the same decay length, this happens once the tail holds more than about 11% of the dose.

Ordinary diffusion matters less here. For 10 s at 1273 K, rough Arrhenius inputs of 0.76 cm²/s and 3.46 eV give s = 5.5 nm and move the negative edge by about 1 nm. If diffusivity scales with hole density, a rough intrinsic density of 10¹⁹ cm⁻³ makes it 1.4 times larger at the peak, and the local diffusion length about 1.2 times larger. The inputs of this diffusion estimate are listed in the numerical output below.

**Q.** So before I use the formula, matching the moments is not enough. I must also find z₀ and ask what concentration matters beyond it.

**A.** Yes, but z₀ marks only where the formula becomes impossible, not where it starts to be uncertain. At 330 nm in your example, well before the edge, it gives 2.3 times the concentration of the joined profile. If the answer depends on the tail, on either side of z₀, use a positive profile whose tail has been checked against the implant in question.

Values computed for the example and the checks

```
Input dose: 1.0e+14 cm^-2; background donors: 1.0e+15 cm^-3
Input mean range: 200 nm; width: 60 nm; skewness: -0.60
Standardized moments 0 to 4 by quadrature: 1.0000 -0.0000 1.0000 -0.6000 3.0000
Negative-tail edge: z = 2.6129, depth = 356.8 nm
Lowest point: z = 3.0000, depth = 380.0 nm
Lowest concentration: -5.909e+16 cm^-3
False donors / background at lowest point: 59.1
Peak Gram-Charlier concentration: 6.918e+18 cm^-3
Integrated negative fraction: -3.165e-03
Integrated negative dose: -3.165e+11 cm^-2
Scan at the same dose and width (skewness, edge z, lowest cm^-3):
  -0.01  8.5529  -1.355e+01
  -0.10  4.1700  -8.311e+13
  -0.30  3.0809  -9.351e+15
  -0.60  2.6129  -5.909e+16
  -1.00  2.3553  -1.661e+17
Small-skewness estimate of |edge z| at |skewness| 0.01: 8.5529
Skewness where lobe depth equals background: -0.1641
Edges z for skewness +4: -1.9422 0.5579 1.3844
Mean range / width: 3.3333
Positive-skewness threshold inside wafer: 0.2219
Joined-profile mode: 238.19 nm
Joined-profile shallow, deep widths: 81.73, 33.86 nm
Joined-profile limiting |skewness|: 0.9953
Junction depth, Gaussian: 451.7 nm
Junction depth, Gram-Charlier: 356.6 nm
Junction depth, joined half-Gaussians: 380.6 nm
Joined concentration at Gram-Charlier lowest point: 1.073e+15 cm^-3
Gram-Charlier dose fraction above surface: 1.988e-03
Rough channelled fraction, decay length: 0.02, 50 nm
Negative band with channelling: 359.7 to 469.4 nm
Lowest concentration with channelling: -4.717e+16 cm^-3
Rough anneal: 1273.15 K, 10 s
Rough diffusivity inputs: 0.76 cm^2/s, 3.46 eV
Equilibrium diffusivity: 1.529e-14 cm^2/s
Equilibrium diffusion length sqrt(2Dt): 5.53 nm
Negative-tail edge after equilibrium diffusion: 357.9 nm
Rough transient-enhanced diffusion length: 30 nm
Width, skewness after enhanced diffusion: 67.08 nm, -0.4293
Negative-tail edge after enhanced diffusion: 389.2 nm
Lowest concentration after enhanced diffusion: -2.343e+16 cm^-3
Rough intrinsic carrier density at anneal: 1.0e+19 cm^-3
Peak hole density / intrinsic (rough diffusivity factor): 1.40
```
